# Does nitrogen dilution of ammonia lower the nitriding potential?

**The argument under review**

The author wants a milder nitriding atmosphere for steel and proposes to replace part of the ammonia feed by nitrogen. The argument has three sentences. "Nitriding is driven by ammonia. Nitrogen gas is nearly inert towards the steel, so mixing it into the feed dilutes the ammonia. At the same total pressure and the same dissociated fraction, the nitriding potential therefore falls roughly in proportion to the ammonia pressure."

The first two sentences are acceptable as a rough description. The third does not follow from them. My comments first examine the comparison as the author poses it, with the dissociated fraction held fixed, and then ask whether a furnace would hold it fixed.

**1. What the potential measures**

Ammonia delivers nitrogen to the steel by the surface reaction

$$\mathrm{NH_3 \rightleftharpoons [N] + \tfrac32 H_2},$$

where [N] is nitrogen dissolved in the surface. If this reaction is in local equilibrium, the law of mass action gives the nitrogen activity

$$\alpha_N = K_s(T)\,\frac{p_{\mathrm{NH_3}}}{p_{\mathrm{H_2}}^{3/2}} = K_s(T)\,K_N,
\qquad K_N\equiv\frac{p_{\mathrm{NH_3}}}{p_{\mathrm{H_2}}^{3/2}}.$$

Here $K_s$ depends on temperature alone, and $K_N$ is the nitriding potential. Its unit is pressure to the power $-1/2$. If nitrogen atoms also pair up and leave the surface as N$_2$, the activity lies below this value, but $K_N$ still describes the gas.

The definition already shows the gap in the argument. Hydrogen opposes nitriding, and the hydrogen in this furnace comes from the ammonia. Added nitrogen can thin the hydrogen as well as the ammonia, so both pressures must be followed.

**2. The composition of the furnace gas**

Take one mole of feed containing $x$ moles of NH$_3$ and $1-x$ moles of N$_2$. Let $a$ be the fraction of the fed ammonia that has dissociated, with $0<a<1$. I assume an ideal, well-mixed gas, no hydrogen in the feed, and negligible loss of nitrogen to the steel; the last point is sized in section 8. Dissociation follows

$$\mathrm{NH_3 \to \tfrac12 N_2 + \tfrac32 H_2}.$$

Since $xa$ moles of ammonia dissociate, the furnace gas contains

- $x(1-a)$ moles of NH$_3$,
- $\tfrac32xa$ moles of H$_2$,
- $1-x+\tfrac12xa$ moles of N$_2$.

The sum is $x-xa+\tfrac32xa+1-x+\tfrac12xa=1+xa$. Each partial pressure is the total pressure $P$ times the mole fraction:

$$p_{\mathrm{NH_3}}=P\,\frac{x(1-a)}{1+xa},\qquad
p_{\mathrm{H_2}}=P\,\frac{3xa/2}{1+xa}.$$

At fixed $a$ and $P$, both pressures vary with the feed through the same factor $x/(1+xa)$. Their ratio does not change on dilution. What changes $K_N$ is the extra half power of the hydrogen pressure.

**3. The potential at fixed dissociated fraction**

Inserting the pressures in the definition gives

$$K_N=\frac{Px(1-a)}{1+xa}\left[\frac{1+xa}{P(3a/2)x}\right]^{3/2}.$$

The powers of $P$ combine to $P^{1-3/2}=P^{-1/2}$, those of $x$ to $x^{-1/2}$, and those of $1+xa$ to $(1+xa)^{1/2}$. Hence

$$K_N=\frac{1-a}{(3a/2)^{3/2}}\sqrt{\frac{1+xa}{xP}}. \tag{1}$$

To find the direction of change, take the logarithm and differentiate with respect to $\ln x$ at fixed $a$ and $P$:

$$\frac{\partial\ln K_N}{\partial\ln x}
=\frac{xa}{2(1+xa)}-\frac12=-\frac{1}{2(1+xa)}<0. \tag{2}$$

The potential rises as the ammonia fraction falls, which is the opposite of the author's conclusion. Because $0<xa<1$, the slope lies between $-1/2$ and $-1/4$. For strong dilution, $xa\ll1$, the law becomes $K_N\propto x^{-1/2}$. Two other limits are useful. As $a\to1$ no ammonia is left and $K_N\to0$ at any given $x$. As $a\to0$ there is almost no hydrogen and $K_N$ grows as $a^{-3/2}$. The potential is thus very sensitive to $a$, which matters in section 7.

There is a simple way to see the result. The ammonia and its own products amount to $x(1-a)+\tfrac32xa+\tfrac12xa=x(1+a)$ moles out of $1+xa$. Their joint partial pressure is

$$P'=P\,\frac{x(1+a)}{1+xa}.$$

Undiluted ammonia at total pressure $P'$ and the same $a$ has, from equation (1) with $x=1$, the potential $(1-a)(3a/2)^{-3/2}\sqrt{(1+a)/P'}$. Substituting $P'$ returns equation (1). The added nitrogen is a spectator, and diluting is equivalent to running pure ammonia at reduced pressure. One gas molecule on the left of the surface reaction faces one and a half on the right, so lower pressure favours the right-hand side, where the dissolved nitrogen stands.

**4. Numbers for the author's case**

I take round parameters: 800 K, $P=1$ bar and $a=0.30$. The prefactor in equation (1) is $0.70/0.45^{3/2}=2.319$. For pure ammonia the square root is $\sqrt{1.30}=1.140$, so

$$K_N=2.319\times1.140\ \text{bar}^{-1/2}=2.64\ \text{bar}^{-1/2}.$$

For $x=0.5$ it is $\sqrt{1.15/0.5}=1.517$, which gives $3.52$ bar$^{-1/2}$. The same arithmetic gives the other rows.

| $x$ | $p_{\mathrm{NH_3}}$ (bar) | $p_{\mathrm{H_2}}$ (bar) | $K_N$ (bar$^{-1/2}$) |
|---|---|---|---|
| 1.0 | 0.538 | 0.346 | 2.64 |
| 0.5 | 0.304 | 0.196 | 3.52 |
| 0.2 | 0.132 | 0.085 | 5.34 |
| 0.1 | 0.068 | 0.044 | 7.44 |

In SI units the first and last potentials are $8.36\times10^{-3}$ and $2.35\times10^{-2}$ Pa$^{-1/2}$.

Halving the ammonia fraction multiplies both active pressures by 0.565. The factor is not one half, because less ammonia also means less expansion of the gas on dissociation. The potential changes by $0.565/0.565^{3/2}=0.565^{-1/2}=1.33$. The author in effect keeps the hydrogen pressure at 0.346 bar while lowering the ammonia pressure to 0.304 bar, and so would obtain $0.304/0.346^{3/2}\approx1.49$ bar$^{-1/2}$. That is less than half the correct value for the stated conditions.

**5. A diluent that does lower the potential**

The author's intention can be met at fixed $a$ if the diluent brings enough hydrogen. Consider cracked ammonia, a mixture of three parts H$_2$ to one part N$_2$. The $1-x$ moles of diluent add $\tfrac34(1-x)$ moles of H$_2$. The total is still $1+xa$, and $a$ still refers to the ammonia fed as ammonia. Therefore

$$\frac{p_{\mathrm{H_2}}}{P}=\frac{\tfrac32xa+\tfrac34(1-x)}{1+xa}
=\frac34\,\frac{1+x(2a-1)}{1+xa}.$$

The derivative of the last fraction with respect to $x$ has the numerator

$$(2a-1)(1+xa)-a[1+x(2a-1)]=a-1<0.$$

The hydrogen pressure now rises as $x$ falls. The ammonia pressure falls as before, so $K_N$ falls for two reasons. At $x=0.5$ and $a=0.30$ the pressures are 0.304 bar of ammonia and 0.522 bar of hydrogen, and $K_N=0.81$ bar$^{-1/2}$. With nitrogen as the diluent, the same ammonia pressure gave 3.52 bar$^{-1/2}$. The ammonia pressure alone therefore cannot tell how strongly a gas nitrides.

**6. A reading that could seem to support the author**

Suppose the author measures the residual ammonia mole fraction $r$ in the furnace gas and finds that it has dropped from 0.538 to 0.304 on dilution. This does not show that the potential dropped, and it does not show that more ammonia dissociated. From section 2,

$$r=\frac{x(1-a)}{1+xa}.$$

Multiply out to get $r+rxa=x-xa$, and collect the terms in $xa$:

$$xa=\frac{x-r}{1+r},\qquad 1+xa=\frac{1+x}{1+r}.$$

The hydrogen pressure in terms of the reading is then

$$p_{\mathrm{H_2}}=\frac32P\,\frac{xa}{1+xa}=\frac32P\,\frac{x-r}{1+x}. \tag{3}$$

For pure ammonia, $x=1$, this reduces to $\tfrac34P(1-r)$. Using that pure-feed rule for a nitrogen-diluted gas treats all the gas other than ammonia as three parts hydrogen to one part nitrogen. It overstates the hydrogen, since

$$\frac{1-r}{2}-\frac{x-r}{1+x}=\frac{(1-x)(1+r)}{2(1+x)}>0 .$$

At $x=0.5$ and $r=0.304$, equation (3) gives 0.196 bar, while the pure-feed rule gives 0.522 bar. The inferred potential is 0.81 instead of 3.52 bar$^{-1/2}$, too low by a factor of 4.4. The inferred dissociated fraction would be $(1-r)/(1+r)=0.53$ instead of 0.30.

The value 0.81 is also the potential found with cracked ammonia, and this is no accident. In that case the gas other than ammonia really is three parts hydrogen to one part nitrogen, so the pure-feed rule is correct for it. An ammonia reading must be combined with the feed composition, or with a hydrogen reading, before it yields $K_N$.

**7. Will the dissociated fraction stay fixed?**

The author fixes $a$ in the comparison, but a furnace has no dial marked $a$. Its value follows from the flow and the rate of dissociation. Let $F$ be the molar feed flow into a stirred furnace and $\mathcal R$ the amount of ammonia dissociated per unit time. At steady state

$$Fxa=\mathcal R. \tag{4}$$

I consider two simple rate laws at fixed temperature and catalytic area. They are models, and a given furnace may follow neither.

*Rate set by nitrogen on the surface.* If dissociation is limited by nitrogen atoms leaving the surface as N$_2$, the rate grows with the nitrogen activity. Take $\mathcal R=cK_N^n$ with $n>0$. With $y=xa$, we have $1-a=(x-y)/x$ and $a=y/x$, and equation (1) becomes

$$K_N\sqrt P=\frac{x-y}{x}\,\frac{x^{3/2}}{(3y/2)^{3/2}}\,\frac{\sqrt{1+y}}{\sqrt x}
=\frac{(x-y)\sqrt{1+y}}{(3y/2)^{3/2}}. \tag{5}$$

At fixed $y$ this increases with $x$. At fixed $x$ it decreases with $y$, because the logarithmic derivative is

$$-\frac1{x-y}+\frac1{2(1+y)}-\frac3{2y}<0,$$

the positive term being smaller than $1/(2y)$.

Now replace ammonia by nitrogen at constant total flow $F$. Equation (4) reads $y=cK_N^n/F$, so $y$ and $K_N$ move together. Suppose $x$ is lowered and $K_N$ does not fall. Then $y$ does not fall either. But a smaller $x$ with a $y$ that is no smaller makes the right side of equation (5) smaller, which is a contradiction. Hence $K_N$ falls. Here the author's practical expectation is right, though for another reason: the slower ammonia feed is more completely dissociated.

Next keep the ammonia flow $Fx$ constant and add nitrogen on top. Equation (4) now makes $a$ grow with $K_N$. At fixed $x$, equation (1) decreases with $a$, since

$$\frac{\partial\ln K_N}{\partial a}=-\frac1{1-a}-\frac3{2a}+\frac{x}{2(1+xa)}<0,$$

where the last term is smaller than $1/(2a)$. Suppose $K_N$ did not rise on dilution. Then $a$ would not rise, and a smaller $x$ with an $a$ that is no larger would raise $K_N$, again a contradiction. So in this model adding nitrogen to an unchanged ammonia flow raises the potential.

*Rate proportional to the ammonia pressure.* At constant total flow, equation (4) becomes

$$y=\kappa\,\frac{x-y}{1+y},$$

where the constant $\kappa$ contains the rate constant, the pressure and the flow. Thus $x-y=y(1+y)/\kappa$, and equation (5) turns into

$$K_N\sqrt P=\frac{1}{\kappa(3/2)^{3/2}}\,\frac{(1+y)^{3/2}}{y^{1/2}},\qquad
\frac{d\ln K_N}{dy}=\frac{2y-1}{2y(1+y)}.$$

Since $x=y+y(1+y)/\kappa$ increases with $y$, dilution lowers $y$. The potential therefore rises on dilution while $y<1/2$, and falls while $y>1/2$. This law needs a caution. If the dissociation takes place on the steel, a rate proportional to $p_{\mathrm{NH_3}}$ means that the surface reaction of section 1 is far from local equilibrium, and $\alpha_N=K_sK_N$ no longer holds. Suppose nitrogen then leaves as N$_2$ at a rate proportional to $\alpha_N^2$. The steady surface has $\alpha_N\propto p_{\mathrm{NH_3}}^{1/2}$, and at $x=0.5$ and fixed $a=0.30$ the activity falls by the factor $\sqrt{0.565}=0.75$ while $K_N$ rises by 1.33. In that case a higher potential does not mean stronger nitriding.

For numbers, I choose the rate constants so that pure ammonia at the reference flow gives $a=0.30$ and $K_N=2.64$ bar$^{-1/2}$. I then change the feed to $x=0.5$ at 1 bar and integrate the balances of the three gases numerically in time until they are steady.

| Change, rate law | $a$ | $K_N$ (bar$^{-1/2}$) |
|---|---|---|
| NH$_3$ replaced, rate $\propto K_N$ | 0.417 | 1.84 |
| N$_2$ added, rate $\propto K_N$ | 0.331 | 2.92 |
| NH$_3$ replaced, rate $\propto p_{\mathrm{NH_3}}$ | 0.324 | 3.04 |

All three lie below the 3.52 bar$^{-1/2}$ of fixed $a$, because $a$ has risen in each. In the first row the rise is large enough to reverse the sign of the change. A rise of $a$ is not general. If N$_2$ is added to an unchanged ammonia flow and the rate is proportional to $p_{\mathrm{NH_3}}$, the thinner ammonia dissociates more slowly, and equation (4) gives $a=0.202$ and $K_N=7.10$ bar$^{-1/2}$, about twice the fixed-$a$ value.

Equation (4) also says what holding $a$ would take. For a rate proportional to $K_N$, the ammonia flow must grow in proportion to $K_N$, by a factor of 1.33 at $x=0.5$. The total flow must then grow by a factor of $1.33/0.5=2.66$. For this rate law, without such an adjustment or a change of temperature or catalytic area, the author's fixed-$a$ comparison does not describe the experiment.

**8. The real process and the neglected effects**

The example lies in the rough regime of gas nitriding of steel, which is commonly run somewhat above 500 °C near atmospheric pressure, with potentials from a few tenths to about ten bar$^{-1/2}$. On iron at 800 K, nitrides form above a few tenths of a bar$^{-1/2}$, so at the potentials in the table of section 4 the surface is a nitride layer, and [N] stands for nitrogen in that layer rather than in the ferrite. An assumption that a real furnace can easily break is constant $a$: in the first model of section 7, dropping it moves the potential at $x=0.5$ from 3.52 to 1.84 bar$^{-1/2}$, a reduction of 48%. At the same $a$, the three effects sized below change $K_N$ much less for these numbers. Imperfect mixing is not sized here; where it matters, $a$ and with it $K_N$ differ from place to place in the furnace.

*Non-ideal gas.* The van der Waals equation gives, to first order in pressure, the logarithm of the ammonia fugacity coefficient as

$$\ln\phi=\frac{T_c}{T}\frac{P}{P_c}\left(\frac18-\frac{27}{64}\frac{T_c}{T}\right).$$

With rough critical values of 410 K and 110 bar, the fugacity of pure ammonia shifts by $-0.04\%$. Corresponding-states virial correlations give $-0.01\%$ to $-0.02\%$, so only the order of magnitude is reliable. This is only a rough guide to the change in $K_N$, because it leaves out the non-ideality of hydrogen and the interactions between unlike molecules.

*Re-formation of ammonia.* With a rough free energy of formation of 39 kJ/mol at 800 K and a standard pressure of 1 bar, equilibrium with N$_2$ and H$_2$ would give $K_N=e^{-\Delta G/RT}\sqrt{p_{\mathrm{N_2}}}$, with pressures in bar. At $x=0.1$ the nitrogen pressure is 0.888 bar and the result is about $3\times10^{-3}$ bar$^{-1/2}$. The furnace gas has 7.44 bar$^{-1/2}$. It is far from equilibrium, so the added nitrogen neither restores ammonia to a noticeable extent nor sustains the potential itself.

*Nitrogen taken by the steel.* Assume a load of 5 m$^2$ gaining 1 g of nitrogen per m$^2$ and hour, and a feed of 2 m$^3$/h measured at 0 °C and 1 atm, which is 89.2 mol/h. The uptake is $u=(5/14.007)/89.2=0.0040$ mol of N atoms per mole of feed. If $a$ counts all the ammonia consumed, the gas loses $u/2$ moles of N$_2$, and $1+xa$ in equation (1) becomes $1+xa-u/2$. At $x=0.1$ and the same $a$ this lowers $K_N$ by 0.10%. If the uptake instead comes on top of an unchanged dissociation to N$_2$, $a$ rises from 0.30 to 0.34 and $K_N$ falls by 22%, so at $x=0.1$ the uptake is not negligible unless $a$ is held. The same estimate gives a fall of 2.5% at $x=1$ and 4.9% at $x=0.5$. At $x=0.1$ the fall is about 9% if the dissociation rate is proportional to $K_N$ and so slows in response.

The same uptake sets a more serious limit, on supply. The nitrogen entering the steel comes from dissociated ammonia, so $u$ cannot exceed $xa$. At $x=0.1$ it already claims $0.0040/0.030=13\%$ of the dissociated ammonia. If $u$ and $a$ stayed the same, no feed with $x$ below $u/a=0.013$ could supply it. The growth of $K_N$ as $x\to0$ is thus no promise of fast nitriding. The potential tells how far the gas can drive the surface. How much nitrogen arrives is limited by the ammonia flow and also by the rate of the surface reaction, which can fall with the ammonia pressure while $K_N$ rises.

**Recommendation**

The third sentence of the argument should be withdrawn. At fixed $a$ and $P$, dilution with nitrogen raises $K_N$ according to equation (1). If the author has seen milder nitriding after replacing ammonia by nitrogen, the manuscript should report the total flow and both the ammonia and hydrogen pressures. Those data would show whether $K_N$ really fell and how much dissociated ammonia was available to supply the steel. If $K_N$ rose and the supply was ample, a slow surface reaction (section 7) remains a possible cause. The two questions are linked, because a given nitrogen uptake from a leaner feed requires at least $a=u/x$, and at given $x$ and $P$ a larger $a$ lowers $K_N$. If a lower potential is wanted at fixed $a$, cracked ammonia is a diluent that provides it.

Numerical values quoted here were computed with a short program.
